# Exponential and Gaussian edges of a Langmuir adsorption front in a pore

**Q.** You say that the front left by one precursor pulse in a deep hole has two different edges. Before I accept any shape, what is the model?

**A.** A long cylinder of diameter $d$, with bare walls at the start, is fed from its mouth. The gas has number density $N(z,t)$ and mean thermal speed $v$, and collides with walls much more often than with itself. Its flux on a wall is $Nv/4$. A molecule striking a vacant site sticks with probability $\beta\ll1$ and stays; one striking an occupied site leaves again in a random direction. With $N_s$ sites per wall area, vacant fraction $u$ and coverage $\theta=1-u$,

$$N_s\,\partial_t u=-\beta\frac v4Nu,\qquad \partial_tN=D\,\partial_z^2N-\frac4d\,\beta\frac v4Nu .$$

The factor $4/d$ is perimeter over cross-section.

**Q.** The diffusivity $D$ is hidden physics. Where does it come from?

**A.** From the cosine law for molecules leaving a wall. Let $\gamma$ be the angle between the flight and the cross-sectional plane, and $\psi$ the angle between its projection on that plane and the wall normal. The normal component is $\cos\gamma\cos\psi$ and the solid angle $\cos\gamma\,d\gamma\,d\psi$, so the probability is $\cos^2\gamma\cos\psi\,d\gamma\,d\psi/\pi$. The flight crosses a chord $d\cos\psi$ and moves axially by $d\cos\psi\tan\gamma$. Both angles run from $-\pi/2$ to $\pi/2$:

$$\langle z^2\rangle=\frac{d^2}{\pi}\int\cos^3\psi\,d\psi\int\sin^2\gamma\,d\gamma=\frac{d^2}{\pi}\cdot\frac43\cdot\frac\pi2=\frac{2d^2}{3}.$$

A gas molecule hits the wall at the rate $(4/d)(v/4)=v/d$. Hence $D=\frac12(v/d)\langle z^2\rangle=dv/3$. On bare walls the loss rate is $\beta v/d$, and diffusion against this loss sets the penetration length

$$\lambda=\sqrt{\frac{D}{\beta v/d}}=\frac{d}{\sqrt{3\beta}} .$$

The diffusion picture needs $\lambda\gg d$, hence small $\beta$.

**Q.** A travelling wave needs a constant speed. Your front must slow down, because its supply path keeps growing.

**A.** At constant mouth pressure it does slow down, so I shall not assume a travelling wave. Put $x=z/\lambda$ and $n=N/N_0$, with $N_0$ a reference density at the mouth, and measure time in units of $1/k$, where $k=\beta vN_0/(4N_s)$. The equations become

$$u_t=-nu,\qquad \varepsilon n_t=n_{xx}-nu,\qquad \varepsilon=\frac{N_0d}{4N_s}.$$

The number $\varepsilon$ compares gas stored in the pore with saturated uptake. I drop it and check its size below.

Define $\varphi=-\ln u$. Then $\varphi_t=-u_t/u=n$, so $\varphi$ is the dose the wall has received. Integrate $n_{xx}=nu$ over time from the bare state. The left side gives $\varphi_{xx}$. The right side gives $\int nu\,dt=-\int u_t\,dt=1-u$. Therefore

$$\varphi_{xx}=1-e^{-\varphi},\qquad \varphi(0)=T\equiv\int_0^t n(0,t')\,dt',\qquad \varphi(\infty)=0 .$$

Time has disappeared except through the exposure $T$. The mouth pressure may vary in any way during the pulse.

**Q.** That is an equation for a profile. How do you locate a front in it?

**A.** Multiply by $\varphi_x$ and integrate. Both $\varphi$ and $\varphi_x$ vanish far down the pore, which fixes the constant:

$$\tfrac12\varphi_x^2=\varphi+e^{-\varphi}-1\equiv g(\varphi),\qquad \varphi_x=-\sqrt{2g(\varphi)} .$$

The minus sign holds because the dose falls with depth. I place the front at the depth $X$ that a fully covered layer would need to hold the same uptake:

$$X=\int_0^\infty\theta\,dx=\int_0^\infty\varphi_{xx}\,dx=-\varphi_x(0)=\sqrt{2g(T)} .$$

Differentiating $X^2=2g(T)$ gives $X\,dX/dT=1-e^{-T}$, so for large exposure the front advances by $dX/dT\simeq1/X$ per unit of exposure. At constant mouth density $N_0$, exposure equals time and this is the speed.

**Q.** So it is decelerating. Why should its shape stay fixed?

**A.** Integrate once more. From $dx=-d\varphi/\sqrt{2g}$,

$$x=\int_\varphi^T\frac{ds}{\sqrt{2g(s)}} .$$

Since $g'(s)=1-e^{-s}$, we have $d\sqrt{2g}/ds=(1-e^{-s})/\sqrt{2g}$, and therefore

$$\frac1{\sqrt{2g}}=\frac{d\sqrt{2g}}{ds}+\frac{e^{-s}}{\sqrt{2g}} .$$

The first term integrates to $\sqrt{2g(T)}-\sqrt{2g(\varphi)}=X-\sqrt{2g(\varphi)}$. With $\xi=x-X$ the distance ahead of the front,

$$\xi=-\sqrt{2g(\varphi)}+E(\varphi)-E(T),\qquad E(\varphi)=\int_\varphi^\infty\frac{e^{-s}}{\sqrt{2g(s)}}\,ds .$$

The exposure enters through $E(T)$ alone, and this is a rigid shift. Because $g$ increases, $E(T)\le e^{-T}/\sqrt{2g(T)}$, which is soon negligible. Profiles at different times are thus translated copies of one curve, whatever the speed.

I tested this by solving the two time-dependent equations with $\varepsilon=0$ and the mouth density $1+0.8\sin(0.7t)$. At times 5 and 40 the depths of the sampled coverages agreed with the formula within $7\times10^{-5}\lambda$.

**Q.** Now show me the edge behind the front.

**A.** There $\varphi$ is large, and $E(\varphi)$ and $e^{-\varphi}$ are exponentially small. What remains is $\xi=-\sqrt{2(\varphi-1)}$. Squaring gives $\varphi=1+\xi^2/2$, so

$$u\simeq e^{-1}e^{-\xi^2/2}\qquad(\xi\to-\infty).$$

The physical reason is the gas profile. Differentiating $\varphi(x-X)$ in time gives $n=-(dX/dT)\,n(0,t)\,\varphi_x$. For a constant mouth density $n(0,t)=1$, this is $n\simeq\sqrt{2g}/X$, which behind the front becomes $n\simeq-\xi/X$. Gas density rises linearly with distance behind the front. A site there has seen that rising density while the front moved away, so its dose is quadratic in distance, and its chance of remaining vacant is the exponential of minus the dose.

The mouth offers a check. There $u=e^{-T}$, while the Gaussian with $\xi=-X$ gives $e^{-1-X^2/2}$. They agree, since $X^2/2=T-1$ up to $e^{-T}$.

**Q.** And ahead? The same function has to produce an exponential.

**A.** For small $\varphi$, expanding $e^{-\varphi}$ gives $g=\varphi^2/2-\varphi^3/6+\dots$, so $\sqrt{2g}\simeq\varphi(1-\varphi/6)$. The integrand of $E$ is then $1/s-5/6+\dots$ near $s=0$. Its integral diverges as a logarithm with a finite remainder:

$$E(\varphi)=-\ln\varphi+\ln C+O(\varphi),\qquad \ln C=\lim_{\varphi\to0}\,[E(\varphi)+\ln\varphi].$$

Numerical integration gives $C=0.662$. Since $\sqrt{2g}\to0$, we get $\xi=-\ln\varphi+\ln C$. With $\theta=1-e^{-\varphi}\simeq\varphi$,

$$\theta\simeq C\,e^{-\xi}\qquad(\xi\to+\infty).$$

Here nearly every site is vacant, so the gas obeys the linear equation $n_{xx}=n$ and dies off over $\lambda$. The two edges differ because wall loss acts ahead of the front and is exhausted behind it.

**Q.** Can an engineer measure anything with this curve?

**A.** Its steepness. From $\theta=1-e^{-\varphi}$, $\theta_x=e^{-\varphi}\varphi_x=-u\sqrt{2g}$. At half coverage $u=\frac12$ and $\varphi=\ln2$, so $g=\ln2-\frac12$ and

$$\left|\frac{d\theta}{dz}\right|_{1/2}=\frac{\sqrt{2\ln2-1}}{2\lambda}=\frac{0.311}{\lambda}.$$

Inserting $\lambda=d/\sqrt{3\beta}$ and solving for $\beta$ gives $\beta=3.45\,(d\,|d\theta/dz|_{1/2})^2$. This holds for a round, straight hole in the present model. The exposure drops out, provided the half-coverage point lies many diameters inside the hole. For a film built in several cycles, $\theta$ can be read as the thickness relative to that at the mouth, as long as the hole has narrowed only slightly and each pulse saturates the mouth. With an unsaturated mouth this reading overestimates $\beta$, by 20 % at $T=2$ and 1 % at $T=5$.

**Q.** Put numbers in.

**A.** Take round values in the regime of a deep vertical memory hole: $d=100$ nm, depth 10 µm, 500 K, precursor pressure 0.1 Torr, molar mass 100 g/mol, $\beta=0.01$, $N_s=4$ nm$^{-2}$ and a pulse of 0.1 s at constant pressure. The penetration length is $\lambda=100/\sqrt{0.03}=577$ nm. The thermal speed is 325 m/s and the gas density $1.93\times10^{21}$ m$^{-3}$, so

$$k=\frac{0.01\times325.4\times1.931\times10^{21}}{4\times4\times10^{18}}\ \mathrm{s^{-1}}=393\ \mathrm{s^{-1}} .$$

The exposure is $T=kt=39.3$, hence $X=\sqrt{2\times38.27}=8.75$, or 5.05 µm. At the end of the pulse the front moves at $k\lambda/X=26$ µm/s.

Half coverage lies at $\xi=-0.16$. Coverage has fallen to 1 % at $\xi=4.19$, and vacancy to 1 % at $\xi=-2.69$. From half coverage, the leading edge therefore takes 2.5 µm to reach 1 % coverage, while the trailing edge takes 1.5 µm to reach 1 % vacancy.

Stored gas is harmless: $\varepsilon=1.2\times10^{-5}$. At a total pressure of 1 Torr and an assumed collision diameter of 0.5 nm, the mean free path is 47 µm, or 466 hole diameters, if all molecules have equal mass. A light carrier gas shortens it, to about 14 µm for helium at the same collision diameter. Even then a molecule meets the wall far more often than another molecule.

**Q.** You set the density at the mouth equal to that outside. Surely the opening itself resists the flow.

**A.** It does. Let $f(z)$ be the probability that a molecule leaving the wall at depth $z$ flies straight out, meaning that its axial flight towards the mouth exceeds $z$. Then

$$\int_0^\infty f\,dz=\frac{\langle|z|\rangle}2=\frac d4,\qquad \int_0^\infty zf\,dz=\frac{\langle z^2\rangle}4=\frac{d^2}6 .$$

The first uses $\langle|z|\rangle=(d/\pi)\int\cos^2\psi\,d\psi\int|\sin\gamma|\cos\gamma\,d\gamma=d/2$.

Near the mouth the walls are full, and diffusion makes the gas density linear, $a-bz$. I extend this line right up to the opening, which is an approximation. In units of $v/4$, the flux returning through the mouth is

$$\frac4d\int_0^\infty(a-bz)f\,dz=a-\frac{2bd}3 .$$

If the outside density is $n_{\rm ext}$, the net inflow $n_{\rm ext}-a+2bd/3$ must equal the diffusive flux $Db/(v/4)=4bd/3$. So $n_{\rm ext}=a+2bd/3$: in this estimate the mouth acts as an extra length $2d/3$. Integrated over time, the gradient per $\lambda$ at the mouth is $-\varphi_x(0)=X$, giving

$$T_{\rm ext}=T+\frac{2d}{3\lambda}X .$$

With $T_{\rm ext}=39.3$ the front moves back from 5.05 to 4.99 µm.

**Q.** My main doubt is the exponential. In a straight hole some molecules fly a long way without touching the wall. Diffusion knows nothing of them.

**A.** The objection is right, and it limits the claim. For $z\gg d$, a flight longer than $z$ must lie within an angle $\delta<d\cos\psi/z$ of the axis. There $\cos^2\gamma\simeq\delta^2$, which integrates to $\delta^3/3$, so

$$f(z)\simeq\frac1\pi\int\cos\psi\,\frac{d^3\cos^3\psi}{3z^3}\,d\psi=\frac{d^3}{8z^3},$$

since $\int\cos^4\psi\,d\psi=3\pi/8$. The distribution of flight lengths is $K=-df/dz\simeq3d^3/(8z^4)$.

The time integration also works without diffusion. A wall element receives the dose $\varphi$, retains $\beta\theta$ of it and re-emits the rest. Balancing arrivals gives

$$\varphi(z)=\int_0^\infty K(|z-z'|)\,[\varphi-\beta\theta](z')\,dz'+T_{\rm ext}f(z).$$

The last term is direct flight from the mouth. It carries the same $f$ because in equilibrium the flux from mouth to wall balances the flux from wall to mouth. The integral is not negative, so $\varphi\ge T_{\rm ext}f$, which falls as $z^{-3}$. No exponential can stay above that bound, so at finite $\beta$ the exponential must end. This equation has no collisions between gas molecules, so the $z^{-3}$ law holds only for depths below the mean free path.

**Q.** Where does it end in your hole?

**A.** I solved this equation numerically for the diameter, sticking and exposure of the example, but in a hole without a bottom.

| $\xi$ | $\theta$, diffusion | $\theta$, free flights |
|---|---|---|
| 2 | 0.085 | 0.088 |
| 4 | 0.012 | 0.017 |
| 6 | 0.0016 | 0.0042 |
| 8 | 0.00022 | 0.0016 |

Each column is measured from its own front. The free-flight coverage reaches twice the diffusion value at about $\xi=5.4$. With $\beta=0.001$ and the same exposure this happens at about $\xi=7$, so smaller sticking lengthens the exponential range.

To test the cause, I forbade flights longer than $15d$ while conserving molecules. At $\xi=10$ the ratio to the diffusion coverage dropped from 29 to 0.8. The slow tail is therefore due to long flights.

The main front is much less affected. It lies at 4.91 µm, 1.4 % short of the diffusion result with mouth resistance. To match it by mouth resistance alone, the extra length would have to be $1.4d$ instead of $2d/3$, so the estimate of $2d/3$ covers only about half of the total shift. The half-coverage slope is $0.308/\lambda$ instead of $0.311/\lambda$, so the formula for $\beta$ would read about 2 % low.

**Q.** And the Gaussian? It promises absurdly few vacancies. Molecules do desorb.

**A.** Then the Gaussian ends as well. Let $\kappa$ be the desorption rate divided by $k$, so that $u_t=-nu+\kappa(1-u)$. Well behind the front the density changes slowly and $u\ll1$; setting $u_t\simeq0$ gives $u\simeq\kappa/n$. In a simulation with $\kappa=10^{-3}$, constant mouth density and $T=40$, the vacancy at depth $\lambda$ was 1.001 times $\kappa/n$.

At distance $y=-\xi$ behind the front $n\simeq y/X$, so the floor is $\kappa X/y$. It meets the Gaussian where

$$e^{-1-y^2/2}=\frac{\kappa X}{y} .$$

Assume a desorption barrier of 1.5 eV and an attempt rate of $10^{13}$ s$^{-1}$. The desorption rate at 500 K is then $7.6\times10^{-3}$ s$^{-1}$, and $\kappa=1.9\times10^{-5}$. The curves meet at $y=4.3$, where each gives a vacancy of $4\times10^{-5}$; the actual vacancy there is about their sum. This is a leading-order estimate, and the floor depends exponentially on the assumed barrier. It also holds only while precursor is supplied. In a purge after the pulse, desorption continues without supply from the mouth: at this rate, one second would leave about 0.75 % of the sites well behind the front vacant.

**Q.** How close is all this to a real memory hole?

**A.** A diameter near 100 nm and a depth of several micrometres are typical in rough terms. The sticking probability is an uncertain input, since it varies by orders of magnitude between precursors; at $\beta=0.001$, $\lambda$ would be 3.2 times longer. Real holes also taper or bow and have a closed bottom. Here the bottom lies $8.6\lambda$ beyond the front, so it can alter the faint tail but hardly the front; a pulse long enough to coat the whole hole needs a calculation with the bottom included. Real holes also narrow as the film grows. At an assumed 0.1 nm per cycle the diameter shrinks by 0.2 % of its initial value each cycle, or 10 % after 50 cycles. Since $\lambda\propto d$ and $k$ does not contain $d$, the diffusion front for the same pulse, pressure and $\beta$ would then be about 10 % shallower, before mouth resistance. That exceeds the free-flight correction to the front. Free flights matter most for the faint coverage deep in the hole: without a bottom, and without gas collisions, they raise it sevenfold at $\xi=8$. These flights are several micrometres long, so collisions weaken them: damping each flight over the mean free path gives, as a rough estimate, a factor of about 6.6 for 47 µm and 5 for 14 µm, and moves the front back by a further 15 and 50 nm. In the 10 µm hole that depth is close to the closed bottom, which catches molecules flying straight down and re-emits most of them. If the bottom adsorbs like the walls, the collisionless wall coverage at $\xi=8$ is higher again by a factor of about three, and the bottom face itself reaches a coverage of about 0.009. The remaining figures are in the numerical output.

## Calculated quantities

```
Tail constant C: 0.6624 (no unit)
Half-coverage slope: 0.3108 per lam
Largest simulated shape error: 6.6e-05 lam
Simulated floor / (kappa/n): 1.001
Mean square flight: 0.6667 d^2
Mouth length: 0.6667 d
Diameter: 100 nm; depth: 10000 nm
Temperature: 500 K
Precursor pressure: 0.10 Torr
Total pressure: 1.00 Torr
Molar mass: 100 g/mol
Sticking probability: 0.010
Saturation density: 4.0 nm^-2
Pulse: 0.10 s
Mean thermal speed: 325.4 m/s
Gas density: 1.931e+21 m^-3
Knudsen diffusivity: 0.1085 cm^2/s
Penetration length lam: 577.4 nm
Bare-site adsorption rate: 392.7 s^-1
Exposure: 39.27 (no unit)
Front X: 8.749 lam = 5051 nm
Front speed at pulse end: 25.92 um/s
Front to bottom: 8.57 lam
Half coverage at xi: -0.1608 lam
1% coverage at xi: 4.187 lam
1% vacancy at xi: -2.686 lam
50% to 1% coverage: 2510 nm
50% to 1% vacancy: 1458 nm
Half-coverage slope: 0.5383 um^-1
Front with mouth resistance: 4985 nm
Front with free flights: 4913 nm
Mouth length matching free flights: 1.40 d
Free-flight deviation: -1.44 %
Same, sticking 0.001: -0.59 %
Free-flight half slope: 0.3082 per lam
Coverage xi=2: diffusion 8.45e-02, flights 8.84e-02
Coverage xi=4: diffusion 1.20e-02, flights 1.65e-02
Coverage xi=6: diffusion 1.64e-03, flights 4.20e-03
Coverage xi=8: diffusion 2.22e-04, flights 1.64e-03
Vacancy xi=-2: diffusion 5.02e-02, flights 5.32e-02
Vacancy xi=-4: diffusion 1.23e-04, flights 1.24e-04
Vacancy xi=-6: diffusion 5.60e-09, flights 4.69e-09
Flight tail doubles coverage by xi: 5.50 lam
Same, sticking 0.001: 7.00 lam
Tail excess at xi=10, all flights: 29.40
Same, flights below 15 d only: 0.79
Stored gas / saturated uptake: 1.21e-05
Collision diameter: 0.50 nm
Mean free path: 46617 nm
Mean free path / diameter: 466
Barrier: 1.50 eV; attempt rate: 1e+13 s^-1
Desorption rate: 7.60e-03 s^-1
Vacancy floor at mouth: 1.93e-05
Gaussian meets floor: 4.27 lam behind front
Vacancy at that meeting: 3.96e-05
Film per cycle: 0.10 nm
Diameter loss per cycle: 0.20 %
```
